# Joining Bloch Bands by Overlap: Crossings, Narrow Anticrossings and Step Size: test program

```python
"""
Joining energy bands along a k path by an assignment on squared overlaps
w[n,m] = |<u_n(k)|u_m(k')>|^2 of cell-periodic functions.

Result under test: at a two-band anticrossing with minimum gap g and
asymptotic slope difference s, a step from q1 to q2 (measured from the gap
minimum) is joined correctly if and only if -q1*q2 < (g/s)^2. All grid
placements are safe for step h < hc = 2g/s; for h > hc the fraction
sqrt(1-(hc/h)^2) of placements mistakes the anticrossing for a crossing.
Lattice example: plane waves in a rectangular cell, path Gamma-X along x.
Energies in eV, lengths in angstrom, wave numbers in 1/angstrom.
"""
from itertools import permutations
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import expm
from scipy.optimize import brentq, linear_sum_assignment, minimize_scalar

rng = np.random.default_rng(7)
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
T = 0.5 * HARTREE * BOHR**2          # hbar^2/(2m) in eV angstrom^2


def assign(weights):
    return linear_sum_assignment(weights, maximize=True)[1]


def gap_from_two_samples(d1, d2, same, cross):
    """Minimum gap from two level spacings and the two squared overlaps."""
    alpha = 2 * np.arctan2(np.sqrt(cross), np.sqrt(same))
    side = np.sqrt(d1**2 + d2**2 - 2 * d1 * d2 * np.cos(alpha))
    return d1 * d2 * np.sin(alpha) / side


def random_hermitian(n):
    x = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return (x + x.conj().T) / 2


# --- weights above one half fix the optimum; row-wise maxima can clash ---
dominant, clashes, trials = 0, 0, 300
for _ in range(trials):
    w = abs(expm(0.3j * random_hermitian(5))[:4, :4])**2
    if np.all(np.diag(w) > 0.5):
        dominant += 1
        best = max(permutations(range(4)),
                   key=lambda p: sum(w[i, p[i]] for i in range(4)))
        assert best == (0, 1, 2, 3)
        assert np.array_equal(assign(w), best)
    frame = np.linalg.eigh(random_hermitian(4))[1]
    other = np.linalg.eigh(random_hermitian(4))[1]
    rows = np.argmax(abs(frame.conj().T @ other)**2, axis=1)
    clashes += len(set(rows)) < 4
assert dominant > 20 and clashes > 0

# --- quantum metric: small-step law and finite-step bound ---
for _ in range(20):
    h0, h1 = random_hermitian(4), random_hermitian(4)
    ks = np.linspace(0, 0.5, 2001)
    e, v = np.linalg.eigh(h0 + ks[:, None, None] * h1)
    vel = v.conj().transpose(0, 2, 1) @ h1 @ v
    de = e[:, :, None] - e[:, None, :]
    de[:, range(4), range(4)] = np.inf
    metric = np.sum(abs(vel)**2 / de**2, axis=2)
    length = simpson(np.sqrt(metric), x=ks, axis=0)
    overlap = abs(np.sum(v[0].conj() * v[-1], axis=0))
    assert np.all(np.arccos(np.minimum(overlap, 1)) <= length + 1e-5)
    tiny = 1e-4
    near = np.linalg.eigh(h0 + tiny * h1)[1]
    loss = 1 - abs(np.sum(v[0].conj() * near, axis=0))**2
    assert np.allclose(loss, metric[0] * tiny**2, rtol=0.02)

# --- general complex two-band model, linear in q ---
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
for _ in range(500):
    d0, d1 = rng.normal(size=3), rng.normal(size=3)
    qa, qb = rng.uniform(-3, 3, size=2)
    ea, va = np.linalg.eigh(np.tensordot(d0 + qa * d1, pauli, 1) / 2)
    eb, vb = np.linalg.eigh(np.tensordot(d0 + qb * d1, pauli, 1) / 2)
    w = abs(va.conj().T @ vb)**2
    slope = np.linalg.norm(d1)
    gmin = np.linalg.norm(np.cross(d0, d1)) / slope
    centre = -d0 @ d1 / slope**2
    product = (qa - centre) * (qb - centre)
    sa, sb = ea[1] - ea[0], eb[1] - eb[0]
    cosine = (gmin**2 + slope**2 * product) / (sa * sb)
    assert abs(w[0, 0] - (1 + cosine) / 2) < 1e-9
    assert (assign(w)[0] == 0) == (-product < (gmin / slope)**2)
    assert abs(gap_from_two_samples(sa, sb, w[0, 0], w[0, 1]) - gmin) < 1e-6

# --- lattice model ---
AX, AY = 4.0, 6.0
V10, V01, V11 = 1.0, 1.0, 0.02
BX, BY = 2 * np.pi / AX, 2 * np.pi / AY
KX_END = BX / 2
NB = 4


def lattice(nmax, v11):
    n = np.arange(-nmax, nmax + 1)
    nx, ny = [a.ravel() for a in np.meshgrid(n, n, indexing="ij")]
    dx, dy = abs(nx[:, None] - nx), abs(ny[:, None] - ny)
    pot = (V10 * ((dx == 1) & (dy == 0)) + V01 * ((dx == 0) & (dy == 1))
           + v11 * ((dx == 1) & (dy == 1)))
    return nx, ny, pot


NX, NY, POT = lattice(3, V11)


def hamiltonian(k, basis=(NX, NY, POT)):
    nx, ny, pot = basis
    return np.diag(T * ((k + nx * BX)**2 + (ny * BY)**2)) + pot


cache = {}


def states(k):
    if k not in cache:
        cache[k] = np.linalg.eigh(hamiltonian(k))
    return cache[k]


def step_weights(k1, k2):
    return abs(states(k1)[1][:, :NB].T @ states(k2)[1][:, :NB])**2


# mirror y -> -y: separate even and odd blocks
mirror = ((NX[:, None] == NX) & (NY[:, None] == -NY)).astype(float)
mval, mvec = np.linalg.eigh(mirror)
ODD, EVEN = mvec[:, mval < 0], mvec[:, mval > 0]


def block(k, q):
    return np.linalg.eigvalsh(q.T @ hamiltonian(k) @ q)


# anticrossing between the third and fourth band
scan = np.linspace(0, KX_END, 401)
spacing = [np.diff(np.linalg.eigvalsh(hamiltonian(k)))[2] for k in scan]
guess, dk = scan[int(np.argmin(spacing))], scan[1]


def third_gap(k, basis=(NX, NY, POT)):
    return np.diff(np.linalg.eigvalsh(hamiltonian(k, basis)))[2]


k0 = minimize_scalar(third_gap, bounds=(guess - dk, guess + dk),
                     method="bounded", options={"xatol": 1e-10}).x
gap = third_gap(k0)
e0, u0 = states(k0)
velocity = u0.T @ ((2 * T * (k0 + NX * BX))[:, None] * u0)
s = 2 * abs(velocity[2, 3])
hc = 2 * gap / s
others = np.arange(len(e0)) != 2
metric0 = np.sum((velocity[2, others] / (e0[2] - e0[others]))**2)
assert abs(hc * np.sqrt(metric0) - 1) < 0.01

big = lattice(5, V11)
gap_big = minimize_scalar(lambda k: third_gap(k, big),
                          bounds=(guess - dk, guess + dk), method="bounded",
                          options={"xatol": 1e-10}).fun
assert abs(gap_big - gap) < 0.01 * gap

# first-order degenerate perturbation theory from the separable potential
sep = lattice(3, 0.0)
us = np.linalg.eigh(hamiltonian(k0 + 0.003, sep))[1]
gap_first = 2 * abs(us[:, 2] @ (POT - sep[2]) @ us[:, 3])
assert abs(gap_first / gap - 1) < 0.03

# mirror-protected crossing of the second and third band
kc = brentq(lambda k: block(k, EVEN)[1] - block(k, ODD)[0], k0, KX_END)
e_cross = block(kc, ODD)[0]
cross_same = 0.0
for h in (0.002, 0.01, 0.04):
    w = step_weights(kc - 0.4 * h, kc + 0.6 * h)
    cross_same = max(cross_same, w[1, 1], w[2, 2])
    assert assign(w)[1] == 2 and assign(w)[2] == 1
assert cross_same < 1e-16

# zone edge: folded coefficients must be shifted by one reciprocal vector
eps = 0.01
left = states(KX_END - eps)[1][:, 0]
fold = states(KX_END + eps - BX)[1][:, 0]
shifted = np.roll(fold.reshape(7, 7), -1, axis=0).ravel()
w_shift, w_plain = (left @ shifted)**2, (left @ fold)**2
assert w_shift > 0.99 and w_plain < 0.5

print(f"cell {AX:.1f} x {AY:.1f} angstrom; V10 {V10:.2f}, V01 {V01:.2f}, "
      f"V11 {V11:.3f} eV")
print(f"hbar^2/2m = {T:.5f} eV angstrom^2; plane waves: {len(NX)}")
print(f"path length Gamma-X = {KX_END:.5f} 1/angstrom")
print(f"row-wise maxima clash in {clashes} of {trials} random 4-band frames")
print(f"zone edge, band 1, step {2*eps:.3f} 1/angstrom: weight "
      f"{w_shift:.4f} shifted, {w_plain:.4f} unshifted")
print(f"anticrossing bands 3,4: k0 = {k0:.5f} 1/angstrom")
print(f"  energies at k0 = {e0[2]:.4f}, {e0[3]:.4f} eV")
print(f"  gap g = {gap:.5f} eV = {gap/HARTREE:.6f} hartree")
print(f"  gap with {len(big[0])} plane waves = {gap_big:.5f} eV")
print(f"  gap, first order in V11 = {gap_first:.5f} eV")
print(f"  slope difference s = {s:.4f} eV angstrom")
print(f"  critical step hc = {hc:.6f} 1/angstrom = {hc*BOHR:.6f} 1/bohr")
print(f"  1/sqrt(metric of band 3) = {1/np.sqrt(metric0):.6f} 1/angstrom")
print(f"  intervals on path for h = hc: {KX_END/hc:.1f}")
print(f"crossing bands 2,3: k = {kc:.5f} 1/angstrom, E = {e_cross:.4f} eV")
print(f"  largest same-index weight over it = {cross_same:.0e}")

print("centred step h/hc: same-index weight, formula, swapped weight")
for r in (0.5, 1.0, 2.0, 4.0):
    w = step_weights(k0 - r * hc / 2, k0 + r * hc / 2)
    formula = 1 / (1 + r**2)
    assert abs(w[2, 2] - formula) < 0.01
    print(f"  {r:.1f}: {w[2, 2]:.4f}, {formula:.4f}, {w[2, 3]:.4f}")

print("sliding grid h/hc: misread fraction, formula")
for r in (0.9, 1.25, 2.0):
    h, m = r * hc, 200
    offsets = h * ((np.arange(m) + 0.5) / m - 0.5)
    wrong = np.mean([assign(step_weights(k0 + d - h / 2, k0 + d + h / 2))[2]
                     != 2 for d in offsets])
    formula = np.sqrt(max(0.0, 1 - 1 / r**2))
    assert abs(wrong - formula) < 0.03
    print(f"  {r:.2f}: {wrong:.3f}, {formula:.3f}")


# --- reference connection from the symmetry blocks alone ---
def symmetry_labels(k):
    levels = [(e, "even", i) for i, e in enumerate(block(k, EVEN)[:NB])]
    levels += [(e, "odd", i) for i, e in enumerate(block(k, ODD)[:NB])]
    return [lev[1:] for lev in sorted(levels)[:NB]]


start, end = symmetry_labels(0.0), symmetry_labels(KX_END)
reference = np.array([end.index(lab) for lab in start])
even_spacing = min(np.diff(block(k, EVEN)[:3]).min() for k in scan)
assert even_spacing > 0.9 * gap       # equal-parity bands never meet
print("band at X reached from bands 1,2,3,4 at Gamma:")
print("  symmetry reference:", *(reference + 1))

for n in (20, 40, 80, 160):
    grid = np.linspace(0, KX_END, n + 1)
    label = np.arange(NB)
    for k1, k2 in zip(grid[:-1], grid[1:]):
        label = assign(step_weights(k1, k2))[label]
    j = np.searchsorted(grid, k0)
    predicted = -(grid[j - 1] - k0) * (grid[j] - k0) > (gap / s)**2
    misread = not np.array_equal(label, reference)
    assert misread == predicted
    print(f"  {n} intervals, h/hc = {KX_END/n/hc:.2f}:", *(label + 1),
          "misread" if misread else "correct")

# --- adaptive joining with gap estimate ---
RESOLUTION = 0.001
estimates, accepted = [], []


def join(k1, k2):
    w = step_weights(k1, k2)
    cols = assign(w)
    ea, eb = states(k1)[0], states(k2)[0]
    found = []
    for i in range(NB):
        for j in range(i + 1, NB):
            if cols[i] > cols[j]:
                g_est = gap_from_two_samples(
                    ea[j] - ea[i], eb[cols[i]] - eb[cols[j]],
                    w[i, cols[j]], w[i, cols[i]])
                found.append((k1, k2, g_est))
    if any(f[2] > RESOLUTION for f in found):
        estimates.extend(f for f in found if f[2] > RESOLUTION)
        mid = (k1 + k2) / 2
        first = join(k1, mid)
        return join(mid, k2)[first]
    accepted.extend(found)
    return cols


cache.clear()
grid = np.linspace(0, KX_END, 21)
label = np.arange(NB)
for k1, k2 in zip(grid[:-1], grid[1:]):
    label = join(k1, k2)[label]
assert np.array_equal(label, reference)
assert len(accepted) == 1 and accepted[0][0] < kc < accepted[0][1]
assert len(estimates) > 0
assert all(abs(est[2] / gap - 1) < 0.1 for est in estimates)
print(f"adaptive, 20 starting intervals, resolution {RESOLUTION:.4f} eV:")
print("  result:", *(label + 1), f"with {len(cache)} diagonalizations")
for k1, k2, g_est in estimates:
    print(f"  bisected {k1:.5f} to {k2:.5f} 1/angstrom: "
          f"estimated gap {g_est:.5f} eV")
for k1, k2, g_est in accepted:
    print(f"  crossing accepted {k1:.5f} to {k2:.5f} 1/angstrom: "
          f"estimated gap {g_est:.0e} eV")
print("checks complete")
```

It prints:

```
cell 4.0 x 6.0 angstrom; V10 1.00, V01 1.00, V11 0.020 eV
hbar^2/2m = 3.80998 eV angstrom^2; plane waves: 49
path length Gamma-X = 0.78540 1/angstrom
row-wise maxima clash in 122 of 300 random 4-band frames
zone edge, band 1, step 0.020 1/angstrom: weight 0.9963 shifted, 0.3355 unshifted
anticrossing bands 3,4: k0 = 0.40695 1/angstrom
  energies at k0 = 4.8607, 4.9037 eV
  gap g = 0.04301 eV = 0.001580 hartree
  gap with 121 plane waves = 0.04301 eV
  gap, first order in V11 = 0.04291 eV
  slope difference s = 11.0385 eV angstrom
  critical step hc = 0.007792 1/angstrom = 0.004123 1/bohr
  1/sqrt(metric of band 3) = 0.007792 1/angstrom
  intervals on path for h = hc: 100.8
crossing bands 2,3: k = 0.44606 1/angstrom, E = 4.5605 eV
  largest same-index weight over it = 3e-24
centred step h/hc: same-index weight, formula, swapped weight
  0.5: 0.8000, 0.8000, 0.2000
  1.0: 0.5000, 0.5000, 0.5000
  2.0: 0.2000, 0.2000, 0.8000
  4.0: 0.0588, 0.0588, 0.9410
sliding grid h/hc: misread fraction, formula
  0.90: 0.000, 0.000
  1.25: 0.600, 0.600
  2.00: 0.870, 0.866
band at X reached from bands 1,2,3,4 at Gamma:
  symmetry reference: 1 3 2 4
  20 intervals, h/hc = 5.04: 1 3 4 2 misread
  40 intervals, h/hc = 2.52: 1 3 4 2 misread
  80 intervals, h/hc = 1.26: 1 3 4 2 misread
  160 intervals, h/hc = 0.63: 1 3 2 4 correct
adaptive, 20 starting intervals, resolution 0.0010 eV:
  result: 1 3 2 4 with 24 diagonalizations
  bisected 0.39270 to 0.43197 1/angstrom: estimated gap 0.04300 eV
  bisected 0.39270 to 0.41233 1/angstrom: estimated gap 0.04300 eV
  bisected 0.40252 to 0.41233 1/angstrom: estimated gap 0.04300 eV
  crossing accepted 0.43197 to 0.47124 1/angstrom: estimated gap 2e-14 eV
checks complete
```
